# The Classical Nucleation Barrier for Condensation from Supersaturated Vapour, part 1

(Sections cited here and not found follow in the second part.)

## 1. The work of forming a drop and the barrier theorem

**Theorem.** A precursor vapour has temperature $T$ and partial pressure $p$. Its saturation pressure over flat liquid at the same temperature is $p_{\rm sat}$, and its supersaturation is $S=p/p_{\rm sat}>1$. Let $\gamma$ be the surface tension of the liquid, $v$ the volume of one molecule in the liquid, and $k$ the Boltzmann constant. Under assumptions A1 to A5 below, the work of forming a drop from the vapour has a single maximum as a function of drop size, of height

$$
W^*=\frac{16\pi\gamma^3v^2}{3\,(kT\ln S)^2}. \tag{1}
$$

If $T$, $\gamma$ and $v$ are held fixed while the vapour pressure is changed, the barrier therefore varies as $(\ln S)^{-2}$.

The assumptions are these.

- **A1.** The vapour is an ideal gas of single molecules (single atoms for a monatomic metal). Any carrier gas is ideal too, and neither dissolves in the liquid nor collects on its surface.
- **A2.** The liquid is incompressible, and the interior of a drop has the properties of bulk liquid.
- **A3.** The drop is a sphere at rest with a sharp surface. Each unit of surface area costs the free energy $\gamma$ of a flat surface, whatever the radius. The free energy of the drop's own translation and rotation is left out.
- **A4.** The drop forms in the gas, away from walls and foreign particles. The surrounding gas is so large that the drop changes neither its temperature nor its pressure.
- **A5.** The work done by the liquid against the external pressure is negligible beside $kT\ln S$. Remark 3 gives the precise condition.

Work is measured from the uniform vapour without a drop, and the number $n$ of molecules in the drop is treated as continuous. Assumptions A2 and A3 together are called the capillarity approximation. Both are open to doubt for small drops.

The proof has three parts. Lemma 1 finds the work of making a drop, Lemma 2 expresses the driving energy through $S$, and the maximum then follows from elementary calculus.

### Lemma 1: the work of formation

**Lemma 1.** Let $P$ be the total gas pressure, $\mu_{\rm v}$ the chemical potential of the vapour, and $f$ the Helmholtz free energy per molecule of bulk liquid. For a drop of $n$ molecules with surface area $A$, the reversible work of formation is

$$
W(n)=n\,(f+Pv-\mu_{\rm v})+\gamma A. \tag{2}
$$

**Proof.** Put $N$ vapour molecules and $N_{\rm c}$ carrier molecules in a closed box of volume $V$ at temperature $T$. At fixed temperature and volume, the least work needed for a change equals the change in Helmholtz free energy $F$. We therefore compare the box with a drop to the box without one.

An ideal gas of $N$ molecules has the partition function $Z=(V/a)^N/N!$. Here $a(T)$ is a volume that contains the thermal wavelength and the internal states of a molecule. It depends on temperature but not on density. With $\ln N!\simeq N\ln N-N$ for large $N$, the free energy $F=-kT\ln Z$ is

$$
F_{\rm gas}=NkT\left[\ln\frac{Na}{V}-1\right]. \tag{3}
$$

Differentiation gives the two properties that are needed:

$$
p=-\frac{\partial F_{\rm gas}}{\partial V}=\frac{NkT}{V},\qquad
\mu_{\rm v}=\frac{\partial F_{\rm gas}}{\partial N}=kT\ln\frac{Na}{V}=kT\ln\frac{pa}{kT}. \tag{4}
$$

In the second formula, the $-1$ in the bracket of (3) is cancelled by the derivative of the logarithm, $N\cdot(1/N)=1$.

A drop of $n$ molecules removes $n$ molecules from the vapour and takes the volume $nv$ from both gases. With $a_{\rm c}$ the corresponding constant of the carrier gas,

$$
\begin{aligned}
F(n)={}&(N-n)kT\left[\ln\frac{(N-n)a}{V-nv}-1\right]\\
&+N_{\rm c}kT\left[\ln\frac{N_{\rm c}a_{\rm c}}{V-nv}-1\right]+nf+\gamma A. 
\end{aligned}\tag{5}
$$

Write $x=n/N$ and $y=nv/V$. The logarithm in the first line is $\ln(Na/V)+\ln(1-x)-\ln(1-y)$. Subtracting the free energy of the original vapour and dividing by $kT$ leaves, for the vapour part,

$$
-n\ln\frac{Na}{V}+n+(N-n)\left[\ln(1-x)-\ln(1-y)\right]. \tag{6}
$$

Now let the box grow at fixed gas densities while $n$ stays fixed, so that $x$ and $y$ tend to zero. Then

$$
(N-n)\ln(1-x)\to -n,\qquad -(N-n)\ln(1-y)\to Ny=\frac{Nnv}{V}. \tag{7}
$$

The first limit cancels the $+n$ in (6). The vapour part becomes $-n\ln(Na/V)+Nnv/V$. The carrier part of the difference is $-N_{\rm c}\ln(1-y)\to N_{\rm c}nv/V$. Multiplying by $kT$ and adding the liquid and surface terms gives

$$
F(n)-F(0)=-n\,kT\ln\frac{Na}{V}+nv\,\frac{(N+N_{\rm c})kT}{V}+nf+\gamma A. \tag{8}
$$

The first term is $-n\mu_{\rm v}$ by (4), and the factor multiplying $nv$ in the second is the total pressure $P$. This is (2). $\square$

**Remark 1 (how large the box must be).** Keeping one more order in $x$ gives $(N-n)\ln(1-x)\simeq-n+n^2/(2N)$. The drop therefore costs an additional $kT\,n^2/(2N)$, because removing molecules dilutes the remaining vapour. The second-order terms in $y$ multiply this by $(1-Nv/V)^2+(N_{\rm c}v/V)(Nv/V)$, which is close to 1 when both gases are far less dense than the liquid. This term is small beside $kT$ when $n^2\ll N$. In a vapour where many drops grow together, the supply per drop is finite. The supersaturation then falls, and A4 fails.

**Remark 2 (which pressure enters).** The pressure inside a small drop is much higher than $P$, yet $P$ appears in (2). For an incompressible liquid, $f$ does not depend on pressure, so squeezing the interior stores no energy. What remains is the work $Pnv$ of pushing the gas aside, and the surface energy $\gamma A$. The high internal pressure is a consequence of the surface energy and must not be added as a further cost.

### Lemma 2: the driving energy

**Lemma 2.** The work of formation can be written

$$
W(n)=-n\,\Delta\mu+\gamma A,\qquad
\Delta\mu=kT\ln S-v\,(P-p_{\rm sat}). \tag{9}
$$

**Proof.** Consider flat liquid in equilibrium with its pure vapour at pressure $p_{\rm sat}$. The Gibbs free energy of $n$ liquid molecules is $nf+p_{\rm sat}nv$, so the liquid's chemical potential is $f+p_{\rm sat}v$. Equilibrium requires that it equal the chemical potential (4) of the saturated vapour:

$$
f+p_{\rm sat}v=kT\ln\frac{p_{\rm sat}a}{kT}. \tag{10}
$$

We solve for $f$ and insert it into the bracket of (2):

$$
\begin{aligned}
f+Pv-\mu_{\rm v}
&=kT\ln\frac{p_{\rm sat}a}{kT}-p_{\rm sat}v+Pv-kT\ln\frac{pa}{kT}\\
&=-kT\ln\frac{p}{p_{\rm sat}}+v(P-p_{\rm sat}).
\end{aligned}\tag{11}
$$

The unknown constant $a$ has cancelled. With $S=p/p_{\rm sat}$, the right-hand side is $-\Delta\mu$. $\square$

The quantity $\Delta\mu$ is the free energy gained when one molecule passes from the vapour to bulk liquid under the same external pressure. Its main part, $kT\ln S$, comes from the entropy of the gas: a molecule in denser vapour has less volume to lose on condensing. The logarithm in the theorem is thus the logarithm in the ideal-gas chemical potential.

**Remark 3 (the condition in A5).** The pressure term may be dropped when

$$
v\,|P-p_{\rm sat}|\ll kT\ln S. \tag{12}
$$

For pure vapour $P=p=Sp_{\rm sat}$, and the ratio of the two sides is

$$
\frac{v(p-p_{\rm sat})}{kT\ln S}=\frac{v\,p_{\rm sat}}{kT}\,\frac{S-1}{\ln S}. \tag{13}
$$

The first factor is the density of saturated vapour divided by that of the liquid, which is small well below the critical temperature. The second tends to 1 as $S\to1$, so in pure vapour the approximation survives in that limit. It does not survive there when a carrier gas fixes $P$ above $p_{\rm sat}$. In that case $\ln S$ tends to zero while the pressure term does not. Condensation then requires $\ln S>v(P-p_{\rm sat})/kT$, a threshold slightly above $S=1$ at ordinary pressures.

### Proof of the theorem

A spherical drop of radius $r$ has area $A=4\pi r^2$ and volume $nv=4\pi r^3/3$. Hence $n=4\pi r^3/(3v)$, and (9) becomes

$$
W(r)=4\pi\gamma r^2-\frac{4\pi}{3}\frac{\Delta\mu}{v}\,r^3. \tag{14}
$$

The first term is the cost of the surface and the second the gain from the bulk. Because area grows as $r^2$ and volume as $r^3$, the cost dominates for small drops and the gain for large ones. The derivative is

$$
\frac{dW}{dr}=8\pi\gamma r-4\pi\frac{\Delta\mu}{v}r^2
=4\pi r\left(2\gamma-\frac{\Delta\mu}{v}r\right). \tag{15}
$$

For $r>0$ and $\Delta\mu>0$ it vanishes at one radius,

$$
r^*=\frac{2\gamma v}{\Delta\mu}. \tag{16}
$$

The bracket in (15) is positive below $r^*$ and negative above it. The work therefore rises up to $r^*$ and falls beyond it, so $r^*$ is the maximum over all radii. The second derivative agrees:

$$
\left.\frac{d^2W}{dr^2}\right|_{r^*}=8\pi\gamma-8\pi\frac{\Delta\mu}{v}r^*
=8\pi\gamma-16\pi\gamma=-8\pi\gamma<0. \tag{17}
$$

To find the height, use (16) in the form $\Delta\mu/v=2\gamma/r^*$:

$$
W^*=4\pi\gamma r^{*2}-\frac{4\pi}{3}\,\frac{2\gamma}{r^*}\,r^{*3}
=4\pi\gamma r^{*2}\left(1-\frac23\right)=\frac{4\pi}{3}\gamma r^{*2}. \tag{18}
$$

The barrier is one third of the surface energy of the critical drop; the bulk gain has paid for the other two thirds. Inserting $r^*$ from (16),

$$
W^*=\frac{4\pi}{3}\,\gamma\,\frac{4\gamma^2v^2}{\Delta\mu^2}
=\frac{16\pi\gamma^3v^2}{3\,\Delta\mu^2}. \tag{19}
$$

Under A5, $\Delta\mu=kT\ln S$, and (19) becomes (1). $\square$

**Remark 4 (origin of the inverse square).** Equation (16) says that the critical radius is inversely proportional to the driving energy. Equation (18) says that the barrier is proportional to the square of that radius. The exponent $-2$ is thus the exponent of a surface area, evaluated at a radius that varies as $1/\ln S$.

**Remark 5 (what the maximum means).** The change in work when one molecule joins the drop is

$$
\frac{dW}{dn}=\frac{dW/dr}{dn/dr}
=\frac{4\pi r(2\gamma-\Delta\mu\,r/v)}{4\pi r^2/v}
=\frac{2\gamma v}{r}-\Delta\mu. \tag{20}
$$

It is positive for $r<r^*$: such a drop lowers its free energy by evaporating. It is negative for $r>r^*$, where growth lowers the free energy. At $r^*$ the drop is in equilibrium with the vapour, but the equilibrium is unstable. A drop must reach this size by chance fluctuations before growth becomes favourable.

Setting (20) to zero, with A5, gives the Kelvin equation $kT\ln S=2\gamma v/r^*$. The quantity $2\gamma/r$ is the excess pressure inside the drop. Indeed, an expansion by $dr$ against the surface requires $(\text{excess pressure})\,4\pi r^2dr=\gamma\,8\pi r\,dr$. A small drop needs a supersaturated vapour because this excess pressure raises the chemical potential of its molecules by $2\gamma v/r$.

**Remark 6 (limiting cases).** Near saturation, put $S=1+s$ with $s\ll1$. Then $\ln S\simeq s$, and (1) gives $W^*\propto s^{-2}$, provided that (12) still holds. The barrier and the critical radius both diverge where $\Delta\mu$ falls to zero and the bulk offers no gain to pay for the surface. In pure vapour this happens at saturation; with a carrier gas it happens at the threshold given in Remark 3. If $\Delta\mu\le0$, both terms of (14) are non-negative. The work then rises with size without limit, and there is no critical drop.

At large $S$ the formula predicts ever smaller critical drops. It gives no warning when the predicted drop contains so few molecules that A2 and A3 lose their meaning. The count $n^*$ must therefore be examined along with the barrier.

**Remark 7 (sensitivity to surface tension).** Dividing (1) by $kT$ gives

$$
\frac{W^*}{kT}=\frac{16\pi}{3}\left(\frac{\gamma v^{2/3}}{kT}\right)^3\frac{1}{(\ln S)^2}. \tag{21}
$$

The bracket compares the surface energy on a molecular area with the thermal energy, and it enters as a cube. At fixed $T$, $v$ and $S$, a surface tension larger by 10 % raises the barrier by the factor $1.1^3\simeq1.33$. An uncertain surface tension thus limits the accuracy of the barrier even when the whole model is granted.

## 2. Response to supersaturation, a lead example, and limits

The symbols and results carried over are as follows. The vapour has temperature $T$, partial pressure $p$ and supersaturation $S=p/p_{\rm sat}$; the total gas pressure is $P$. The liquid has surface tension $\gamma$ and molecular volume $v$. A drop of radius $r$ contains $n=4\pi r^3/(3v)$ molecules and costs the work $W=-n\Delta\mu+\gamma A$, where $\Delta\mu\simeq kT\ln S$. At the maximum,

$$
r^*=\frac{2\gamma v}{\Delta\mu},\qquad
W^*=\frac{4\pi}{3}\gamma r^{*2}=\frac{16\pi\gamma^3v^2}{3\Delta\mu^2}. \tag{22}
$$

### Corollary: the critical size sets the response

**Corollary.** At fixed $T$, $\gamma$ and $v$, and with the external-pressure term neglected,

$$
\frac{d(W^*/kT)}{d\ln S}=-n^*,\qquad
n^*=\frac{32\pi\gamma^3v^2}{3\Delta\mu^3}. \tag{23}
$$

The barrier formula (1) has been proved under assumptions A1 to A5, and the corollary (23) on its response to supersaturation has been stated. What remains is the proof of the corollary, a worked example for lead vapour at 1000 K, and a look at the limits of the model.
